**Spin-orbit coupling and the ionization of p¹, p² and p³ atoms**

The program examines $I(n)=I_{\rm av}(n)+D(n-1)-D(n)$, where $I_{\rm av}$ is the difference of configuration-average energies and $D(n)$ is the lowest energy of $p^n$ relative to its average. $D$ depends on the Slater integral $F^2$ and the spin-orbit constant $\zeta$. Diagonalization in the full determinant space is asserted to agree with the term energies, the first-order weak-coupling changes, the repulsion-free filling energies and the small matrices for two and three electrons. For equal parameters in atom and cation, the program asserts over a range of $\zeta/F^2$ that the coupling raises the first two ionization energies and lowers the third. A radial Dirac–Kohn–Sham solver supplies the parameters of In, Sn, Sb, Tl, Pb, Bi and their cations; it is tested against the hydrogenic 2p splitting, an occupation integral and a denser basis. The output gives spin-orbit contributions of +0.51, +0.28 and −1.17 eV to the differences Tl−In, Pb−Sn and Bi−Sb, with totals of +0.42, +0.11 and −1.45 eV. The signs of the Tl−In and Bi−Sb totals are asserted, while for Pb−Sn only the sign of the spin-orbit contribution is.

## Check in Python

```python
"""
Result under test: for valence p^n atoms (n = 1, 2, 3) the ionization energy is
    I(n) = I_av(n) + D(n-1) - D(n),
where I_av is the difference of configuration-average energies and D(n) is the
lowest open-shell energy relative to the average.  D depends on the Slater
integral F2 and the spin-orbit constant zeta (p1/2 at -zeta, p3/2 at +zeta/2).
Strong spin-orbit coupling makes electrons 1 and 2 harder to remove and
electron 3 easier.

I_av, zeta and F2 of real atoms come from a radial Dirac-Kohn-Sham solver (LDA).
Internal units are Hartree atomic units; printed energies are in eV.
"""
from functools import lru_cache, reduce
import numpy as np
from scipy import constants
from scipy.special import erf
from pyscf.dft import libxc

EV = constants.value("Hartree energy in eV")
BOHR = constants.value("Bohr radius")
C = 1.0 / constants.fine_structure

# ---------- open p shell in the full determinant space ----------
lower = np.array([[0.0, 1.0], [0.0, 0.0]])
parity = np.diag([1.0, -1.0])
one = np.eye(2)
ann = [reduce(np.kron, [parity] * p + [lower] + [one] * (5 - p))
       for p in range(6)]
cre = [a.T for a in ann]
electron_count = np.rint(np.diag(sum(c @ a for c, a in zip(cre, ann)))).astype(int)


def one_body(h):
    return sum(h[p, q] * cre[p] @ ann[q] for p in range(6) for q in range(6))


levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1.0, -1.0
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
ls_matrix = sum(np.kron(-1j * levi[k], pauli[k] / 2) for k in range(3))
ls_values, ls_vectors = np.linalg.eigh(ls_matrix)
assert np.allclose(ls_values, [-1, -1, 0.5, 0.5, 0.5, 0.5])
half_projector = ls_vectors[:, :2] @ ls_vectors[:, :2].conj().T
LS = one_body(ls_matrix)
N_HALF = one_body(half_projector)

# Angular integrals of P2(cos angle between electrons) over real p functions
d3 = np.eye(3)
moment = (np.einsum("ac,ij->acij", d3, d3) + np.einsum("ai,cj->acij", d3, d3)
          + np.einsum("aj,ci->acij", d3, d3)) / 5
angular = (1.5 * np.einsum("acij,bdij->acbd", moment, moment)
           - 0.5 * np.einsum("ac,bd->acbd", d3, d3))
REP = np.zeros((64, 64))
for a, c, b, d in np.argwhere(abs(angular) > 1e-12):
    for s in range(2):
        for t in range(2):
            REP += 0.5 * angular[a, c, b, d] * (
                cre[2*a+s] @ cre[2*b+t] @ ann[2*d+t] @ ann[2*c+s])


def open_shell(n, f2, zeta):
    """All energies relative to the average, and p1/2 count of the ground state."""
    pick = np.ix_(electron_count == n, electron_count == n)
    rep = REP[pick]
    rep = rep - np.eye(len(rep)) * np.trace(rep) / len(rep)
    values, vectors = np.linalg.eigh(f2 * rep + zeta * LS[pick])
    ground = vectors[:, 0]
    return values, float(np.real(ground.conj() @ N_HALF[pick] @ ground))


def D(n, f2, zeta):
    return open_shell(n, f2, zeta)[0][0]


def small_matrix_root(n, f2, z):
    f = f2 / 25
    if n == 2:
        m = [[-3*f - z, 2**0.5*z], [2**0.5*z, 12*f]]
    else:
        m = [[-9*f, 0, z], [0, 0, 5**0.5*z/2], [z, 5**0.5*z/2, 6*f]]
    return np.linalg.eigvalsh(np.array(m))[0]


# Repulsion only: complete term spectra with their degeneracies
assert np.allclose(open_shell(2, 25.0, 0.0)[0], [-3]*9 + [3]*5 + [12])
assert np.allclose(open_shell(3, 25.0, 0.0)[0], [-9]*4 + [0]*10 + [6]*6)
# Spin-orbit only: filling of p1/2, then p3/2
assert np.allclose([D(n, 0.0, 1.0) for n in (1, 2, 3)], [-1, -2, -1.5])


def so_change(n, f2, zeta):
    """Spin-orbit change of I(n), same F2 and zeta in atom and cation."""
    return (D(n-1, f2, zeta) - D(n, f2, zeta)
            - D(n-1, f2, 0.0) + D(n, f2, 0.0))


for ratio in np.geomspace(0.005, 20, 25):
    for n in (2, 3):
        assert abs(D(n, 1.0, ratio) - small_matrix_root(n, 1.0, ratio)) < 1e-9
    assert so_change(1, 1.0, ratio) > 0
    assert so_change(2, 1.0, ratio) > 0
    assert so_change(3, 1.0, ratio) < 0
# Weak coupling: first-order changes are +zeta, 0, -zeta
weak = 1e-5
assert np.allclose([so_change(n, 1.0, weak) / weak for n in (1, 2, 3)],
                   [1, 0, -1], atol=1e-3)

# ---------- radial Dirac-Kohn-Sham solver ----------
x = np.linspace(np.log(1e-6), np.log(60.0), 1000)
r = np.exp(x)
w = r * (x[1] - x[0])
r_min, r_max = np.minimum.outer(r, r), np.maximum.outer(r, r)
coulomb0 = 1 / r_max
coulomb2 = r_min**2 / r_max**3
KAPPAS = {0: [-1], 1: [1, -2], 2: [2, -3], 3: [3, -4]}
TOP_POWER = [29, 27, 19, 16]


@lru_cache(maxsize=None)
def radial_basis(kappa, ratio):
    """Orthonormal large and small radial functions and their kinetic coupling."""
    l = kappa if kappa > 0 else -kappa - 1
    count = int(np.ceil(TOP_POWER[l] * np.log(2.2) / np.log(ratio) - 1e-9)) + 1
    expo = 0.015 * ratio ** np.arange(count)[:, None]
    g = r**(l + 1) * np.exp(-expo * r**2)
    g /= np.sqrt((g**2 * w).sum(axis=1))[:, None]
    partner = ((l + 1 + kappa) / r - 2 * expo * r) * g
    large, tri = np.linalg.qr((g * np.sqrt(w)).T)
    partner = np.linalg.solve(tri.T, partner * np.sqrt(w)).T
    scaled = partner / np.linalg.norm(partner, axis=0)
    small = np.linalg.qr(scaled)[0]
    return large, small, C * partner.T @ small


def orbitals(kappa, v, count, ratio=2.2):
    """Lowest electron energies and charge per grid point in potential v."""
    large, small, kin = radial_basis(kappa, ratio)
    n = large.shape[1]
    h = np.block([[large.T @ (v[:, None] * large), kin],
                  [kin.T, small.T @ (v[:, None] * small) - 2*C**2*np.eye(n)]])
    e, vec = np.linalg.eigh(h)
    chosen = vec[:, n:n + count]
    return e[n:n + count], (large @ chosen[:n])**2 + (small @ chosen[n:])**2


def dirac_hydrogenic(z, n, kappa):
    gamma = np.sqrt(kappa**2 - (z / C)**2)
    return C**2 * (1 / np.sqrt(1 + (z / C / (n - abs(kappa) + gamma))**2) - 1)


z_test = 81
split_num = (orbitals(-2, -z_test / r, 1)[0][0]
             - orbitals(1, -z_test / r, 1)[0][0])
split_ref = dirac_hydrogenic(z_test, 2, -2) - dirac_hydrogenic(z_test, 2, 1)
assert abs(split_num / split_ref - 1) < 1e-3

FULL = {5: {0: 5, 1: 3, 2: 2}, 6: {0: 6, 1: 4, 2: 3, 3: 1}}


def atom(z, mass, row, n_open, ratio=2.2):
    """Self-consistent atom with n_open valence p electrons, spread evenly."""
    rms = (0.836 * mass**(1/3) + 0.570) * 1e-15 / BOHR
    v_nuc = -z * erf(np.sqrt(1.5) * r / rms) / r
    tf = 1 / (1 + 0.536 * r * z**(1/3) / 0.885)**2
    v = v_nuc * (1 + (z - 1) * tf) / z
    history = []
    for _ in range(150):
        q, band = np.zeros_like(r), 0.0
        for l, full in FULL[row].items():
            for kappa in KAPPAS[l]:
                e, dens = orbitals(kappa, v, full + (l == 1), ratio)
                occ = np.full(len(e), 2.0 * abs(kappa))
                if l == 1:
                    occ[-1] = n_open * abs(kappa) / 3
                    if kappa == 1:
                        e_half, q_half = e[-1], dens[:, -1]
                    else:
                        e_three, q_three = e[-1], dens[:, -1]
                q += dens @ occ
                band += e @ occ
        rho = np.maximum(q / (4 * np.pi * r**2 * w), 1e-30)
        exc, vxc = libxc.eval_xc("lda,vwn", rho, spin=0, deriv=1)[:2]
        hartree = coulomb0 @ q
        residual = v_nuc + hartree + vxc[0] - v
        if np.sqrt(q @ residual**2) < 1e-5:
            break
        history = history[-5:] + [(v, residual)]
        new = v + 0.4 * residual
        if len(history) > 1:
            dv = np.array([v - old[0] for old in history[:-1]])
            dr = np.array([residual - old[1] for old in history[:-1]])
            weight = np.sqrt(q)
            mix = np.linalg.lstsq((dr * weight).T, residual * weight,
                                  rcond=1e-10)[0]
            new = new - mix @ (dv + 0.4 * dr)
        v = new
    else:
        raise AssertionError("self-consistency not reached")
    energy = band - q @ v + q @ v_nuc + 0.5 * q @ hartree + q @ exc
    q_p = (q_half + 2 * q_three) / 3
    return {"E": energy * EV, "e_p": (e_half + 2 * e_three) / 3 * EV,
            "zeta": (e_three - e_half) * 2 / 3 * EV,
            "F2": q_p @ coulomb2 @ q_p * EV}


ELEMENTS = {"In": (49, 115, 5, 1), "Sn": (50, 120, 5, 2), "Sb": (51, 121, 5, 3),
            "Tl": (81, 205, 6, 1), "Pb": (82, 208, 6, 2), "Bi": (83, 209, 6, 3)}
result = {}
for name, (z, mass, row, n) in ELEMENTS.items():
    neutral, cation = atom(z, mass, row, n), atom(z, mass, row, n - 1)
    average = cation["E"] - neutral["E"]
    repulsion = D(n-1, cation["F2"], 0.0) - D(n, neutral["F2"], 0.0)
    both = (D(n-1, cation["F2"], cation["zeta"])
            - D(n, neutral["F2"], neutral["zeta"]))
    result[name] = {
        "neutral": neutral, "cation": cation, "n": n,
        "parts": np.array([average, repulsion, both - repulsion]),
        "I": average + both,
        "half": open_shell(n, neutral["F2"], neutral["zeta"])[1],
        "half_cation": open_shell(n-1, cation["F2"], cation["zeta"])[1]}

# Total-energy difference against the orbital energy integrated over occupation
middle = atom(81, 205, 6, 0.5)
tl = result["Tl"]
integral = -(tl["neutral"]["e_p"] + 4*middle["e_p"] + tl["cation"]["e_p"]) / 6
assert abs(integral - tl["parts"][0]) < 0.05
# A denser basis must leave the ionization energy unchanged
dense = atom(81, 205, 6, 0, 1.9)["E"] - atom(81, 205, 6, 1, 1.9)["E"]
assert abs(dense - tl["parts"][0]) < 0.01

difference = {}
for heavy, light in (("Tl", "In"), ("Pb", "Sn"), ("Bi", "Sb")):
    difference[heavy] = result[heavy]["parts"] - result[light]["parts"]
assert difference["Tl"].sum() > 0 and difference["Bi"].sum() < 0
assert difference["Tl"][2] > 0 and difference["Pb"][2] > 0
assert difference["Bi"][2] < 0
assert result["Pb"]["half"] - result["Pb"]["half_cation"] > 0.5
assert result["Bi"]["half"] - result["Bi"]["half_cation"] < 0.5

# ---------- printed numbers ----------
model_f2 = 4.0
print(f"MODEL: F2 = {model_f2:.1f} eV, same zeta in atom and cation")
for zeta in (0.2, 1.0):
    print(f"zeta = {zeta:.1f} eV, zeta/F2 = {zeta/model_f2:.2f}")
    for n in (1, 2, 3):
        print(f" p{n}: D(zeta=0) {D(n, model_f2, 0.0):.3f} eV,"
              f" D {D(n, model_f2, zeta):.3f} eV,"
              f" SO change of I {so_change(n, model_f2, zeta):+.3f} eV,"
              f" p1/2 count {open_shell(n, model_f2, zeta)[1]:.3f}")
print("ATOMS: Dirac-Kohn-Sham LDA plus open-shell diagonalization")
for name, data in result.items():
    a, b = data["neutral"], data["cation"]
    print(f"{name} atom: zeta {a['zeta']:.3f} eV, F2 {a['F2']:.3f} eV,"
          f" p1/2 count {data['half']:.3f}")
    if data["n"] > 1:
        print(f"{name} cation: zeta {b['zeta']:.3f} eV, F2 {b['F2']:.3f} eV,"
              f" p1/2 count {data['half_cation']:.3f}")
    p = data["parts"]
    print(f" I: average {p[0]:.3f}, repulsion {p[1]:+.3f},"
          f" spin-orbit {p[2]:+.3f}, total {data['I']:.3f} eV")
print("DIFFERENCES heavier minus lighter, eV")
for heavy, light in (("Tl", "In"), ("Pb", "Sn"), ("Bi", "Sb")):
    p = difference[heavy]
    print(f"{heavy}-{light}: average {p[0]:+.3f}, repulsion {p[1]:+.3f},"
          f" spin-orbit {p[2]:+.3f}, total {p.sum():+.3f} eV")
print("CHECKS")
print(f"2p splitting, Z={z_test}: solver {split_num:.4f},"
      f" formula {split_ref:.4f} hartree")
print(f"Tl average I: energies {tl['parts'][0]:.3f},"
      f" occupation integral {integral:.3f} eV")
print(f"Tl average I, denser basis: {dense:.3f} eV")
print("OK")
```

It prints:

```
MODEL: F2 = 4.0 eV, same zeta in atom and cation
zeta = 0.2 eV, zeta/F2 = 0.05
 p1: D(zeta=0) 0.000 eV, D -0.200 eV, SO change of I +0.200 eV, p1/2 count 1.000
 p2: D(zeta=0) -0.480 eV, D -0.710 eV, SO change of I +0.030 eV, p1/2 count 1.526
 p3: D(zeta=0) -1.440 eV, D -1.457 eV, SO change of I -0.214 eV, p1/2 count 1.113
zeta = 1.0 eV, zeta/F2 = 0.25
 p1: D(zeta=0) 0.000 eV, D -1.000 eV, SO change of I +1.000 eV, p1/2 count 1.000
 p2: D(zeta=0) -0.480 eV, D -1.991 eV, SO change of I +0.511 eV, p1/2 count 1.859
 p3: D(zeta=0) -1.440 eV, D -1.895 eV, SO change of I -1.056 eV, p1/2 count 1.617
ATOMS: Dirac-Kohn-Sham LDA plus open-shell diagonalization
In atom: zeta 0.212 eV, F2 3.442 eV, p1/2 count 1.000
 I: average 5.599, repulsion +0.000, spin-orbit +0.212, total 5.811 eV
Sn atom: zeta 0.310 eV, F2 3.969 eV, p1/2 count 1.609
Sn cation: zeta 0.397 eV, F2 4.556 eV, p1/2 count 1.000
 I: average 7.105, repulsion +0.476, spin-orbit -0.017, total 7.564 eV
Sb atom: zeta 0.422 eV, F2 4.430 eV, p1/2 count 1.222
Sb cation: zeta 0.510 eV, F2 4.939 eV, p1/2 count 1.669
 I: average 8.532, repulsion +1.002, spin-orbit -0.585, total 8.949 eV
Tl atom: zeta 0.722 eV, F2 3.370 eV, p1/2 count 1.000
 I: average 5.512, repulsion +0.000, spin-orbit +0.722, total 6.234 eV
Pb atom: zeta 1.004 eV, F2 3.845 eV, p1/2 count 1.867
Pb cation: zeta 1.269 eV, F2 4.430 eV, p1/2 count 1.000
 I: average 6.953, repulsion +0.461, spin-orbit +0.260, total 7.675 eV
Bi atom: zeta 1.312 eV, F2 4.253 eV, p1/2 count 1.727
Bi cation: zeta 1.572 eV, F2 4.752 eV, p1/2 count 1.903
 I: average 8.301, repulsion +0.961, spin-orbit -1.759, total 7.502 eV
DIFFERENCES heavier minus lighter, eV
Tl-In: average -0.087, repulsion +0.000, spin-orbit +0.510, total +0.423 eV
Pb-Sn: average -0.152, repulsion -0.015, spin-orbit +0.277, total +0.110 eV
Bi-Sb: average -0.231, repulsion -0.041, spin-orbit -1.174, total -1.446 eV
CHECKS
2p splitting, Z=81: solver 92.1286, formula 92.1331 hartree
Tl average I: energies 5.512, occupation integral 5.512 eV
Tl average I, denser basis: 5.512 eV
OK
```
